\section*{Thermal runaway of a transistor at constant current}

\section{Problem}

A transistor carries a fixed direct current $I$. Its on-resistance grows as the square of the absolute junction temperature $T$, because lattice vibrations scatter the carriers more strongly when it is hot:
\begin{equation}
R(T)=R_s\left(\frac{T}{T_s}\right)^2 .
\label{eq:R}
\end{equation}
Here $T_s=300$ K is the temperature of the heat sink and $R_s$ is the resistance at that temperature. The heat flows to the sink through a constant thermal resistance $R_{\rm th}$. Conduction loss is the only source of heat, the junction has a single temperature, and its heat capacity is $C$.

At what junction temperature does stable steady operation end, and at what current?

For numbers, take $R_s=20$ m$\Omega$, $R_{\rm th}=1$ K/W and $C=5$ J/K, so that the thermal time constant is $\tau=R_{\rm th}C=5$ s. These are round values in the rough regime of a 1200 V silicon carbide power MOSFET on an electrically insulated heat sink. The heat capacity stands for the metal and insulation around the die; the die alone holds only about 0.01 J/K. The times found below belong to this single-temperature model, which places all of $C$ at the junction temperature. They are not those of the die, and they become shorter if the same capacity is spread along the thermal path.

\section{First estimate by scaling}

If the resistance stayed at its cold value, the junction would warm by
\begin{equation}
\theta=R_{\rm th}I^2R_s .
\end{equation}
This is the one temperature that can be formed from the current, the resistance and the thermal path. The steady value of $T/T_s$ can therefore depend only on $\theta/T_s$. The limit must lie at a fixed multiple of $T_s$, and the limiting current must scale as $\sqrt{T_s/(R_{\rm th}R_s)}$.

To estimate the factors, note that a small warming $\theta$ raises the resistance by the fraction $2\theta/T_s$. Runaway is expected when this fraction reaches about one, because the extra heat then equals the original heat. That gives $\theta\approx T_s/2$, and hence
\begin{equation}
T\approx T_s+\frac{T_s}{2}=450\ \text{K},\qquad
I\approx\sqrt{\frac{T_s}{2R_{\rm th}R_s}}
=\sqrt{\frac{300}{2\times1\times0.020}}\ \text{A}\approx 87\ \text{A}.
\label{eq:estimate}
\end{equation}

\section{Exact solution of the model}

\subsection{Steady states}

The stored heat changes at the rate of heating minus the rate of removal:
\begin{equation}
C\frac{dT}{dt}=I^2R_s\frac{T^2}{T_s^2}-\frac{T-T_s}{R_{\rm th}} .
\label{eq:balance}
\end{equation}
Setting the left side to zero gives the current that holds the junction at a chosen temperature:
\begin{equation}
I^2=\frac{T_s^2}{R_{\rm th}R_s}\,\frac{T-T_s}{T^2}.
\label{eq:current}
\end{equation}
The derivative of the last factor is
\begin{equation}
\frac{d}{dT}\frac{T-T_s}{T^2}
=\frac{T^2-2T(T-T_s)}{T^4}=\frac{2T_s-T}{T^3}.
\end{equation}
The steady current therefore rises with temperature up to $T=2T_s$ and falls beyond it. At the maximum $(T-T_s)/T^2=1/(4T_s)$, so
\begin{equation}
I_{\max}^2=\frac{T_s}{4R_{\rm th}R_s}.
\label{eq:Imax}
\end{equation}
For the example, $I_{\max}=\sqrt{300/(4\times1\times0.020)}$ A $=61.2$ A. At this point the junction is at 600 K and the resistance is $4R_s=80$ m$\Omega$. The power is $T_s/R_{\rm th}=300$ W and the voltage is 4.90 V.

Let $i=I/I_{\max}$. Dividing \eqref{eq:current} by \eqref{eq:Imax} gives
\begin{equation}
i^2=\frac{4T_s(T-T_s)}{T^2}=1-\left(1-\frac{2T_s}{T}\right)^2 .
\label{eq:isq}
\end{equation}
Expanding the square confirms the second form. The first form is the quadratic equation $i^2T^2-4T_sT+4T_s^2=0$, with the roots
\begin{equation}
T_\mp=\frac{2T_s}{i^2}\left(1\mp\sqrt{1-i^2}\right).
\label{eq:roots}
\end{equation}
Below the maximum current there are thus two steady temperatures. At $i=0.90$ they are 417.9 K and 1063.6 K; at $i=0.99$ they are 525.8 K and 698.5 K. They merge at 600 K when $i=1$. For small $i$ the lower one tends to $T_s$, while the upper one grows as $4T_s/i^2$ and soon leaves the range in which the model could describe a device.

\subsection{Stability}

Multiply \eqref{eq:balance} by $R_{\rm th}$ and insert $I^2=i^2T_s/(4R_{\rm th}R_s)$:
\begin{equation}
\tau\frac{dT}{dt}=\frac{i^2T^2}{4T_s}-T+T_s .
\label{eq:scaled}
\end{equation}
For a small deviation $\delta$ from a steady temperature $T$, the right side changes by its derivative times $\delta$. With $i^2T=4T_s(T-T_s)/T$ from \eqref{eq:isq},
\begin{equation}
\tau\frac{d\delta}{dt}=\left(\frac{i^2T}{2T_s}-1\right)\delta
=\left(\frac{2(T-T_s)}{T}-1\right)\delta
=\left(1-\frac{2T_s}{T}\right)\delta .
\label{eq:rate}
\end{equation}
Deviations decay for $T<2T_s$ and grow for $T>2T_s$. Stable steady operation therefore ends at
\begin{equation}
T=2T_s=600\ \text{K}.
\end{equation}
Neither $R_s$ nor $R_{\rm th}$ enters this temperature. They fix only the current at which it is reached.

Inserting \eqref{eq:roots} in the first form of \eqref{eq:rate} gives the rates $\mp\sqrt{1-i^2}/\tau$ for $T_\mp$. Recovery slows as the limit is approached: at $i=0.90$ its time constant is $5/\sqrt{0.19}$ s $=11.5$ s instead of 5 s.

The upper root also has a meaning. Factoring \eqref{eq:scaled} gives
\begin{equation}
\tau\frac{dT}{dt}=\frac{i^2}{4T_s}(T-T_-)(T-T_+).
\end{equation}
From any start between $T_-$ and $T_+$ the junction cools to $T_-$, and from a start above $T_+$ it runs away. With a single temperature for the whole heat capacity, the device therefore recovers from an excursion only if the peak stays below the upper root. If the heat capacity is spread along the thermal path, a brief excursion of the junction alone can go higher and still recover, because the cooler parts behind it absorb the heat. If the whole path is hot, however, runaway can start below the upper root: for a path of 40 equal nodes at $i=0.90$, uniform heating to 900 K is enough, although the upper root is 1063.6 K.

\subsection{At the limit and above it}

At $i=1$ the right side of \eqref{eq:scaled} is a perfect square. With $u=T-2T_s$ and $u_0=u(0)$,
\begin{equation}
\tau\frac{du}{dt}=\frac{u^2}{4T_s}
\quad\Longrightarrow\quad
\frac1{u(t)}=\frac1{u_0}-\frac{t}{4T_s\tau}.
\end{equation}
A start at 590 K has $u_0=-10$ K. After $100\tau$, $1/u=-(0.1+100/1200)$ K$^{-1}$, so $T=594.55$ K: the approach is no longer exponential. A start at 610 K diverges after $4T_s\tau/u_0=120\tau$. The state at 600 K attracts from below and repels above, so it is the end of the stable range and not a member of it.

For $i>1$ there is no steady state. Put $a=i^2/(4T_s)$, $D=\sqrt{i^2-1}$ and $z=2aT-1$. Completing the square, with $4aT_s=i^2$, gives
\begin{equation}
aT^2-T+T_s=\frac{(2aT-1)^2+4aT_s-1}{4a}=\frac{z^2+D^2}{4a}.
\end{equation}
Since $dT=dz/(2a)$, equation \eqref{eq:scaled} becomes $dt=2\tau\,dz/(z^2+D^2)$, and the time from $T_1$ to $T_2$ is
\begin{equation}
t=\frac{2\tau}{D}\left[\arctan\frac{2aT_2-1}{D}-\arctan\frac{2aT_1-1}{D}\right].
\end{equation}
At 5\,\% above $I_{\max}$, heating from 300 K to 900 K takes 64.5 s, about 13 time constants. The heating is slowest at $z=0$, that is at $T=2T_s/i^2\approx544$ K. The rate there is $D^2/(4a)\approx28$ K per time constant, about a third of the initial $i^2T_s/4\approx83$ K per time constant. The slowing is not the approach to a steady state.

\subsection{Is one temperature enough?}

In reality the heat capacity is spread along the thermal path. Divide the path into nodes with temperature deviations $\mathbf x$, a positive diagonal capacity matrix $K$, and a symmetric positive definite conductance matrix $G$. Let $\mathbf e$ select the junction node and let $s=dP/dT$ be the slope of the dissipated power there at fixed current. Then
\begin{equation}
K\dot{\mathbf x}=-(G-s\,\mathbf e\mathbf e^{T})\mathbf x .
\end{equation}
The vector $G^{-1}\mathbf e$ is the temperature rise per watt fed into the junction, so $\mathbf e^TG^{-1}\mathbf e=R_{\rm th}$. The Cauchy--Schwarz inequality gives $(\mathbf e^T\mathbf x)^2\le R_{\rm th}\,\mathbf x^TG\mathbf x$, and therefore
\begin{equation}
\mathbf x^T(G-s\,\mathbf e\mathbf e^T)\mathbf x\ \ge\ (1-sR_{\rm th})\,\mathbf x^TG\mathbf x ,
\end{equation}
with equality for $\mathbf x=G^{-1}\mathbf e$. All deviations decay if $sR_{\rm th}<1$, and one grows if $sR_{\rm th}>1$. From \eqref{eq:R}, $s=2P/T$ with $P=(T-T_s)/R_{\rm th}$, so the condition is $2(T-T_s)/T<1$, which is again $T<2T_s$. Spreading the heat capacity changes the rates but not the limit. With the same total $C$ divided among 40 equal nodes, the recovery time at $i=0.90$ is 4.3 s instead of 11.5 s, and heating from 300 K to 900 K at $i=1.05$ takes 22 s instead of 64.5 s. The largest eigenvalue of a ladder of 40 nodes changes sign at 600.00 K.

The current might also crowd into one part of the die. Take two equal halves in parallel, each with resistance $2R$, thermal resistance $2R_{\rm th}$ and heat capacity $C/2$, without thermal contact between them. Warm one by $\delta$ and cool the other by $\delta$. To first order the total conductance is unchanged, and so is the common voltage $V$. The power $V^2/(2R)=P/2$ of the warmer half changes by $-(P/2)(2\delta/T)=-P\delta/T$, so
\begin{equation}
\frac C2\frac{d\delta}{dt}=-\frac{P\delta}{T}-\frac{\delta}{2R_{\rm th}}
\quad\Longrightarrow\quad
\tau\frac{d\delta}{dt}=\left(-3+\frac{2T_s}{T}\right)\delta .
\end{equation}
The bracket is negative for every $T\ge T_s$; at 600 K it is $-2$. The warmer half sheds current, and equal sharing is stable. Sharing would be stable even with constant resistance, where the bracket is $-1$. The same rising resistance that strengthens the sharing drives the runaway of the whole device, because the total current cannot fall.

\section{Comparison of estimate and solution}

The scaling was right: the limit is a fixed multiple of $T_s$, and the current goes as $\sqrt{T_s/(R_{\rm th}R_s)}$. The factors were not. The estimated current is too high by $\sqrt2$, 87 A against 61 A, and the estimated temperature rise is 150 K where the solution gives 300 K.

The current is too high because the cold slope of the resistance was used. If \eqref{eq:R} is replaced by its tangent at $T_s$, the rise $\Delta=T-T_s$ obeys
\begin{equation}
\Delta=\theta\left(1+\frac{2\Delta}{T_s}\right)
\quad\Longrightarrow\quad
\Delta=\frac{\theta}{1-2\theta/T_s},
\end{equation}
which diverges at $\theta=T_s/2$, the estimated current. The tangent model thus has the limiting current of \eqref{eq:estimate} but no finite limiting temperature. The true resistance contains the further term $R_s\Delta^2/T_s^2$. At 600 K it is $4R_s$ instead of $3R_s$, and the balance already fails beyond $\theta=T_s/4$. The temperature estimate has a further fault: it took the rise to be $\theta$, which holds only for the cold resistance. At the limit the resistance is $4R_s$, so the rise is $4\theta=T_s$.

\section{When the limit moves}

Let $Q(T)$ be the steady heat flow available to remove the conduction loss. On the steady curve $I^2=Q/R$, so
\begin{equation}
\frac{d(I^2)}{dT}=\frac{1}{R}\left(\frac{dQ}{dT}-I^2\frac{dR}{dT}\right).
\end{equation}
The bracket is positive when removal grows faster with temperature than heating. Stability therefore still ends where the steady current is largest. Write $x=T/T_s$ and change one assumption at a time, with the other settings held fixed.

\emph{Resistance exponent.} For $R\propto T^n$ with $n>1$, the maximum of $(x-1)/x^n$ requires $x=n(x-1)$, so $T=nT_s/(n-1)$. For $n=2.4$ this is 514 K, at 54.2 A.

\emph{Constant share of resistance.} If a fraction $g$ of $R_s$ does not vary, maximize $(x-1)/[(1-g)x^2+g]$. The condition is $(1-g)x^2+g=2(1-g)x(x-1)$, or $x^2-2x=g/(1-g)$, so $x=1+1/\sqrt{1-g}$. For $g=0.2$ the limit is 635 K, at 66.5 A.

\emph{Fixed extra loss.} A switching loss $P_0$ acts as a warmer sink at $T_s+R_{\rm th}P_0$, and the limit is twice that temperature. For 30 W it is 660 K, but the current falls to 58.4 A. The higher limit is no gain.

\emph{Phonon conductivity.} In a crystal well above its low-temperature range, phonons scatter one another more often as it warms, and the thermal conductivity falls, here as $T^{-m}$. For a path of length $L$ and area $A$, integrating Fourier's law gives $QL/A=\int\kappa\,dT$. With $R_{\rm th}$ now denoting the value for conductivity at $T_s$,
\begin{equation}
Q=\frac1{R_{\rm th}}\int_{T_s}^{T}\left(\frac{T_s}{T'}\right)^m dT'
=\frac{T_s}{R_{\rm th}}\,\frac{x^{1-m}-1}{1-m}\qquad(m\ne1).
\end{equation}
The maximum of $Q/x^2$ requires $(1-m)x^{1-m}=2(x^{1-m}-1)$, hence
\begin{equation}
x=\left(\frac{2}{1+m}\right)^{1/(1-m)} .
\end{equation}
For $m=1$ the integral is $T_s\ln x$, the condition is $\ln x=1/2$, and the limit is 495 K. For $m=1.3$ it is 478 K, at 50.7 A. This would apply if the whole path were such a crystal. Suppose instead that in the example only the die is: 180 $\mu$m thick, 25 mm$^2$ in area, with 370 W/(m\,K) at 300 K, it contributes 0.0195 K/W of the 1 K/W. The limit then moves to 584 K and the current to 60.4 A.

\section{The model beside a real device}

The resistance, die size and thermal path are plausible for a 1200 V silicon carbide MOSFET, but the exponent 2 is an assumption and probably high for its total resistance. Lattice scattering governs the drift layer, and a layer 10 $\mu$m thick with a doping of $10^{16}$ cm$^{-3}$ and a mobility near 900 cm$^2$/(V\,s) would hold only about one seventh of the resistance. The channel part does not follow the same law. A weaker rise moves the limit up, as the constant share shows, and the shift can be large. For $g=0.5$ the limit is 724 K. If everything but the drift layer were constant, $g=6/7$, it would be 1094 K at 120 A; a junction at 448 K would then be 34\,\% below the runaway current, and $R_{\rm th}$ could rise by a factor of 2.3. A channel also begins to saturate: if it holds 0.3 of the resistance, follows the square law with a fixed 15 V of gate overdrive, and its low-voltage resistance is still taken to rise as $T^2$, the limit is 590 K. If that resistance is constant instead, the limit is 659 K, nearly the value that a constant share of 0.3 gives without saturation. Three other effects are small at the limit. Radiation from the die face is at most about 0.2 W of 300 W, the intrinsic carrier density is a few times $10^{6}$ cm$^{-3}$ (about $6\times10^{6}$ for a gap of 3.10 eV and $4\times10^{6}$ for 3.14 eV) against a doping of $10^{16}$ cm$^{-3}$, and the on-state voltage is 0.4\,\% of the blocking rating. These are separate estimates, and their shifts need not add.

Common packages are rated well below 600 K; take a junction rating of 175\,$^\circ$C, or 448 K. Equation \eqref{eq:isq} gives $i^2=1-(1-600/448)^2=0.885$ there, so $i=0.941$ and $I=57.6$ A. In this model a junction held at its rating by direct current is thus 152 K below the runaway temperature but only about 6\,\% below the runaway current. At that fixed current and sink temperature, \eqref{eq:Imax} shows that a rise of $R_{\rm th}$ by the factor $1/0.885\approx1.13$, for instance from an ageing thermal interface, removes the steady state. These margins depend strongly on the exponent. For $R\propto T^{1.5}$ with the same $R_s$, the limit is 900 K; a junction at 448 K is then 16\,\% below the runaway current, and $R_{\rm th}$ could rise by a factor of 1.42. Where the current is imposed and the resistance rises as steeply as $T^2$, the margin should be judged in current and thermal resistance as well as in temperature. The numerical output lists the values for the other currents.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Sink temperature 300 K; reference temperature 300 K
On-resistance at 300 K 20 mohm
Thermal resistance 1.0 K/W; heat capacity 5.0 J/K
Thermal time constant 5.0 s
End of stable branch, by maximization 600.00 K
Largest steady current 61.24 A
On-resistance there 80.0 mohm
Power there 300.0 W; voltage there 4.90 V
I/Imax 0.50: I 30.62 A, stable 321.5 K, unstable 4478.5 K
I/Imax 0.80: I 48.99 A, stable 375.0 K, unstable 1500.0 K
I/Imax 0.90: I 55.11 A, stable 417.9 K, unstable 1063.6 K
I/Imax 0.99: I 60.62 A, stable 525.8 K, unstable 698.5 K
Recovery time at I/Imax 0.90: 11.47 s
At Imax, start 590 K, after 100 tau: 594.55 K
Runaway at I/Imax 1.05, 300 K to 900 K: 64.5 s
Package limit (rough) 448 K: current 57.60 A, I/Imax 0.941
Heat ladder, 40 nodes: stability lost at 600.00 K
Two halves at 600 K, rate x tau: even 0.000, uneven -2.000
Neglected effects, each alone: limit temperature, limit current
Resistance exponent 2.4: 514.3 K, 54.21 A
Constant resistance share 0.2: 635.4 K, 66.53 A
Fixed loss 30 W: 660.0 K, 58.39 A
Die: area 25 mm2, thickness 180 um
Die conductivity at 300 K 370 W/(m K), falls as T^-1.3
Die thermal resistance at 300 K 0.0195 K/W
Falling conductivity, die only: 584.0 K, 60.43 A
Falling conductivity, whole path: 478.0 K, 50.68 A
Whole path with exponent 1: 494.6 K
Channel share 0.3, gate overdrive 15 V
Channel saturation: 590.1 K, 60.76 A
Radiation from die face at 600 K 0.172 W
Gap 3.1 eV; masses 0.77, 1.0 electron masses
Intrinsic density at 600 K 5.6e+06 cm^-3; doping 1e+16 cm^-3
Mean carrier velocity 1.5e+05 cm/s; saturation 2e+07 cm/s
On-state voltage / 1200 V blocking rating: 0.0041
\end{verbatim}
